# Electron anomalous moment from the mass operator in a weak magnetic field

## 1. Conventions and the quantity sought

Units are \(\hbar=c=1\), with \(\alpha=e^2/4\pi\) and metric \((+,-,-,-)\). The electron has charge \(-e\), \(e>0\), and physical mass \(m\) at zero field. A constant field \(B>0\) points along \(+z\), and there is no electric field. Define

\[
\boldsymbol\pi=\mathbf p+e\mathbf A,\qquad \Pi^0=i\partial_t,\qquad
\gamma\cdot\Pi=\gamma^0\Pi^0-\boldsymbol\gamma\cdot\boldsymbol\pi,\qquad L=\frac{eB}{m^2}.
\]

In the Dirac representation \(\gamma^0=\mathrm{diag}(1,1,-1,-1)\), and \(\gamma^i\) has upper-right block \(\sigma^i\) and lower-left block \(-\sigma^i\).

The commutator \([\pi_x,\pi_y]=-ie(\partial_xA_y-\partial_yA_x)=-ieB\) gives

\[
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\sigma_z[\pi_x,\pi_y]=\boldsymbol\pi^2+eB\sigma_z .
\]

With \(a=(\pi_x-i\pi_y)/\sqrt{2eB}\) one has \([a,a^\dagger]=1\) and \(\pi_\perp^2=eB(2a^\dagger a+1)\). The lowest orbital state obeys \(a|0\rangle=0\).

"Spin-aligned" here means that the magnetic moment is along \(B\). Because the charge is negative, the spin is then against \(B\), \(\sigma_z=-1\). The claim is that at one loop and to first order in \(B\) this ground level, at \(p_z=0\), moves by

\[
\delta E=-\frac{\alpha}{2\pi}\frac{eB}{2m}.
\]

## 2. What the ground level measures

Near rest, \(\boldsymbol\pi^2\) counts as first order in \(B\). To this order gauge invariance, rotations and parity allow two operators besides a constant, \(\boldsymbol\pi^2\) and \(\boldsymbol\sigma\cdot\mathbf B\). The zero-field dispersion \(\sqrt{m^2+p^2}\) fixes the constant and the first coefficient, so

\[
H=m+\frac{\boldsymbol\pi^2}{2m}+g\frac{e}{4m}\boldsymbol\sigma\cdot\mathbf B .
\]

For \(\sigma_z=-1\) in the lowest orbit,

\[
E_0-m=\frac{eB}{2m}-\frac{g}{2}\frac{eB}{2m}=-\frac{g-2}{2}\frac{eB}{2m}.
\]

Orbital zero-point energy and spin energy cancel at \(g=2\). The linear shift therefore measures the anomaly \((g-2)/2\) alone.

The Dirac equation has the same cancellation without the low-energy expansion. The spinor \(\psi=(\varphi,0)\), with \(\varphi\) spin-down in the lowest orbit and \(p_z=0\), has \((\boldsymbol\sigma\cdot\boldsymbol\pi)^2\varphi=0\), hence \(\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi=0\). It solves the Dirac equation with \(E=m\), and \(\gamma^0\psi=\psi\).

## 3. Energy shift from the mass operator

With the mass counterterm \(\delta m\), the corrected equation is \((\gamma\cdot\Pi-m+\delta m-\Sigma)\psi=0\). Let \(\bar\psi X\psi\) include the integral over space, with \(\psi^\dagger\psi=1\). Changing the energy by \(\delta E\) and projecting on the unperturbed state gives, to first order in \(\alpha\),

\[
\delta E\,\bar\psi\gamma^0\psi=\bar\psi(\Sigma-\delta m)\psi .
\]

Here \(\bar\psi\gamma^0\psi=\psi^\dagger\psi=1\), and \(\gamma^0\psi=\psi\) makes \(\bar\psi\psi=1\) too. Since \(m\) is the physical mass at \(B=0\), \(\delta m\) is the zero-field value of \(M(B)=\bar\psi\Sigma\psi\), and

\[
\delta E=M(B)-M(0).
\]

A wave-function counterterm multiplies \(\gamma\cdot\Pi-m\) and vanishes on \(\psi\). Vacuum polarization adds no shift of order \(\alpha\) to this level. A uniform magnetic field induces no local vacuum current: parity and rotations forbid a spatial current, and the charge density would have to be odd in \(B\) by charge conjugation but even by rotation. The vacuum does acquire a uniform magnetization, of size \(2\alpha L^2/45\pi\) relative to \(B\) in a weak field. It can at most rescale \(B\), and the Dirac ground level \(E=m\) does not depend on \(B\).

The vertex is \(ie\gamma^\mu\), and the Feynman-gauge photon propagator is \(-ig_{\mu\nu}/k^2\). Thus \(-i\Sigma=(ie)^2(i)(-i)\int\cdots\), or

\[
\Sigma=-ie^2\int\frac{d^4k}{(2\pi)^4}\frac1{k^2}\,
\gamma^\mu\frac1{\gamma\cdot(\Pi-k)-m}\gamma_\mu .
\]

The photon plane waves at the two vertices have replaced \(\Pi\) by \(\Pi-k\). The usual \(+i\epsilon\) is understood. A Pauli–Villars photon, \(1/k^2\to1/k^2-1/(k^2-\Lambda^2)\), makes the integral finite.

The gauge choice does not matter here. A propagator term \(k_\mu k_\nu f(k^2)\) contains \(\gamma\cdot k\,\psi=-[\gamma\cdot(\Pi-k)-m]\psi\), which cancels the electron propagator. What remains is proportional to \(\int d^4k\,f(k^2)\,\bar\psi\gamma\cdot k\,\psi=0\), an odd integral.

## 4. Simple case: a free electron at rest

At \(B=0\), put \(P=(m-k^0,-\mathbf k)\). Using \(\gamma^\mu\gamma^\nu\gamma_\mu=-2\gamma^\nu\) and \(\gamma^\mu\gamma_\mu=4\),

\[
\bar\psi\gamma^\mu\frac{\gamma\cdot P+m}{P^2-m^2}\gamma_\mu\psi
=\frac{4m-2(m-k^0)}{k^2-2mk^0}=\frac{2m+2k^0}{k^2-2mk^0}.
\]

The electron poles are at \(k^0=m\pm\sqrt{m^2+\mathbf k^2}\mp i\epsilon\). Like the photon poles, they lie in the fourth and second quadrants, so the contour can be turned to \(k^0=ik_4\). Then \(d^4k\to i\,d^4k_E\), while \(k^2\) and \(k^2-2mk^0\) become \(-k_E^2\) and \(-(k_E^2+2imk_4)\). The prefactor is \((-i)(i)=1\), and

\[
M(0)=e^2\int\frac{d^4k_E}{(2\pi)^4}\frac{2m+2ik_4}{k_E^2\,(k_E^2+2imk_4)} .
\]

Write the electron factor as \(\int_0^\infty ds\,e^{-s(k_E^2+2imk_4)}\) and the regulated photon factor as \(\int_0^\infty dt\,e^{-tk_E^2}(1-e^{-t\Lambda^2})\). Completing the square with \(k_4=q-ims/(s+t)\) produces \(e^{-m^2s^2/(s+t)}\) and replaces \(ik_4\) by \(ms/(s+t)\), the odd term in \(q\) dropping out. The four Gaussian integrals give \(\pi^2/(s+t)^2\). The constant is

\[
\frac{e^2}{16\pi^4}\,\pi^2\,2m=\frac{\alpha m}{2\pi}.
\]

Set \(s=uz\), \(t=z(1-u)\), so that \(ds\,dt=z\,dz\,du\):

\[
M(0)=\frac{\alpha m}{2\pi}\int_0^1du\,(1+u)\int_0^\infty\frac{dz}{z}\,
e^{-m^2u^2z}\left(1-e^{-z(1-u)\Lambda^2}\right).
\]

The \(z\) integral is \(\ln[1+(1-u)\Lambda^2/(m^2u^2)]\). For \(\Lambda\gg m\), the integrals \(\int(1+u)du=3/2\), \(\int(1+u)\ln(1-u)du=-7/4\) and \(\int(1+u)\ln u\,du=-5/4\) give

\[
M(0)\to\frac{\alpha m}{2\pi}\left(3\ln\frac{\Lambda}{m}+\frac34\right).
\]

This is the logarithmically divergent mass shift that the counterterm removes.

## 5. Generalization to the field: spin

Now let \(P^0=m-k^0\) and \(\mathbf P=\boldsymbol\pi-\mathbf k\). Subtracting numbers from \(\boldsymbol\pi\) leaves its commutator unchanged, so

\[
\frac1{\gamma\cdot P-m}=(\gamma\cdot P+m)\frac1{(\gamma\cdot P)^2-m^2},
\qquad(\gamma\cdot P)^2=(P^0)^2-\mathbf P^2-eB\Sigma_z ,
\]

where \(\Sigma_z\) is \(\sigma_z\) in both blocks. On spin \(\sigma_z=\mp1\) the inverse square is

\[
\Delta_\mp=\frac1{(m-k^0)^2-m^2-(\boldsymbol\pi-\mathbf k)^2\pm eB}.
\]

The term \(\mu=0\) keeps the upper block and gives \((P^0+m)\langle\Delta_-\rangle\). For \(\mu=i\), use \(\gamma^i\psi=(0,-\sigma^i\varphi)\), \(\bar\psi\gamma^i=(0,\varphi^\dagger\sigma^i)\) and \(\gamma_i=-\gamma^i\). The two minus signs cancel, and the lower block supplies \(m-P^0\). The matrix \(\sigma_z\) keeps the spin down, whereas \(\sigma_x\) and \(\sigma_y\) turn it up. Hence

\[
(P^0+m)\langle\Delta_-\rangle+(m-P^0)\left[\langle\Delta_-\rangle+2\langle\Delta_+\rangle\right]
=2m\langle\Delta_-\rangle+2k^0\langle\Delta_+\rangle .
\]

For \(B\to0\) both \(\Delta_\mp\) become \(1/(k^2-2mk^0)\), which restores the free numerator \(2m+2k^0\).

## 6. Generalization to the field: recoil

The photon momentum displaces the Landau oscillator:

\[
a'=a-\beta,\qquad \beta=\frac{k_x-ik_y}{\sqrt{2eB}},\qquad
(\boldsymbol\pi-\mathbf k)_\perp^2-eB=2eB\,a'^\dagger a' .
\]

Since \(a'|0\rangle=-\beta|0\rangle\), the electron is in a coherent state of the displaced oscillator. Its level \(n\) has Poisson probability with mean \(|\beta|^2=k_\perp^2/2eB\). Therefore

\[
\left\langle e^{-2eBs\,a'^\dagger a'}\right\rangle
=\exp\left[-|\beta|^2(1-e^{-2eBs})\right]=e^{-k_\perp^2g(s)},\qquad
g(s)=\frac{1-e^{-2eBs}}{2eB}.
\]

As \(B\to0\), \(g(s)\to s\), the free recoil factor. In \(\Delta_+\) the spin-up intermediate electron costs an additional \(2eB\) in the squared energy, which gives another factor \(e^{-2eBs}\).

The electron poles are now at \(k^0=m\pm\sqrt{m^2+k_z^2+2neB}\), with \(n\ge0\) for spin down and \(n\ge1\) for spin up. They stay in the same quadrants, so the rotation still holds. Compared with the free calculation, the transverse Gaussian changes from \(\pi/(s+t)\) to \(\pi/[t+g(s)]\), and the spin-up term acquires its exponential:

\[
M(B)=\frac{\alpha m}{2\pi}\int_0^1du\int_0^\infty dz\,
\frac{e^{-m^2u^2z}\left(1+u\,e^{-2eBuz}\right)}{z(1-u)+g(uz)}
\left(1-e^{-z(1-u)\Lambda^2}\right).
\]

At \(B=0\) the denominator is \(z\), and the formula of section 4 returns.

## 7. Subtraction

Introduce

\[
x=m^2u^2z,\qquad w=2eBuz=\frac{2Lx}{u},\qquad h(w)=\frac{1-e^{-w}}w .
\]

Then \(g(uz)=uz\,h\) and \(dz/z=dx/x\). Subtracting \(M(0)\) and removing the regulator gives

\[
\delta E=\frac{\alpha m}{2\pi}\int_0^1du\int_0^\infty\frac{dx}{x}e^{-x}F,
\]

\[
F=\frac{1+ue^{-w}}{1-u(1-h)}-(1+u)
=u\,\frac{(1+u)(1-h)-(1-e^{-w})}{1-u(1-h)} .
\]

To justify the removal, note that \(0\le1-h\le w/2\) and \(0\le1-e^{-w}\le w\). Both terms in the last numerator lie between 0 and \(w\), so their difference is at most \(w\) in size. For \(u\le1/2\) the denominator is at least \(1/2\). In general it is at least \(h\), and \(e^w\ge1+w\) implies \(h\ge1/(1+w)\). Thus

\[
|F|\le2uw=4Lx\quad(u\le\tfrac12),\qquad
|F|\le uw(1+w)\le2Lx(1+4Lx)\quad(u\ge\tfrac12).
\]

After division by \(x\) and multiplication by \(e^{-x}\), these bounds are integrable. The regulator factor lies between 0 and 1 and tends to 1, so dominated convergence permits \(\Lambda\to\infty\) under the integral.

## 8. The weak-field limit

The variable \(w\) is not small when \(u\sim L\), however weak the field. The same bounds, divided by \(L\), still provide an integrable majorant for bounded \(L\). The limit may therefore be taken at fixed \(u>0\) and \(x\), where \(w\to0\):

\[
F\simeq u\left[(1+u)\frac w2-w\right]=-\frac{u(1-u)w}{2}=-Lx(1-u).
\]

Consequently

\[
\delta E=-\frac{\alpha m}{2\pi}L\int_0^\infty e^{-x}dx\int_0^1(1-u)\,du
=-\frac{\alpha m}{2\pi}\frac L2=-\frac{\alpha}{2\pi}\frac{eB}{2m}.
\]

Comparison with section 2 gives \((g-2)/2=\alpha/2\pi\) at one loop.

In Feynman gauge the two terms in the bracket have separate meanings. The change in transverse recoil contributes \(+3L/2\) to the double integral. The energy cost of a spin-up intermediate electron contributes \(-2L\). Their sum is \(-L/2\): the moment grows and the aligned level falls.

## 9. How weak the field must be

The next term comes from both ordinary \(u\) and the region \(u\sim L\). Split the \(u\) integral at \(\delta\), with \(L\ll\delta\ll1\), after adding \(u(1-u)w/2\) to \(F\) to remove its linear part.

For \(u>\delta\), expand to second order in \(w\). The numerator bracket is \(-(1-u)w/2+(1/3-u/6)w^2\), and the inverse denominator is \(1+uw/2\). The quadratic part of \(F\) is

\[
uw^2\left(\frac13-\frac{5u}{12}+\frac{u^2}{4}\right).
\]

With \(w^2=4L^2x^2/u^2\) and \(\int_0^\infty xe^{-x}dx=1\), this region gives

\[
4L^2\int_\delta^1du\left(\frac1{3u}-\frac5{12}+\frac u4\right)
\simeq L^2\left(\frac43\ln\frac1\delta-\frac76\right).
\]

For \(u<\delta\), the leading form is \(F+uw/2\simeq u(e^{-w}-h+w/2)=uN/w\), where \(N=(1+w)e^{-w}-1+w^2/2\). At fixed \(x\), \(u\,du\) becomes \(4L^2x^2dw/w^3\) after the limits are reversed. Put \(\varepsilon=2Lx/\delta\). Since \(N'=w(1-e^{-w})\) and \(N\simeq w^3/3\) at small \(w\), integration by parts gives

\[
\int_\varepsilon^\infty\frac{N}{w^4}dw
\simeq\frac19+\frac13\int_\varepsilon^\infty\frac{1-e^{-w}}{w^2}dw
\simeq\frac19+\frac13\left(1+\ln\frac1\varepsilon-\gamma_E\right),
\]

where \(\gamma_E\) is Euler's constant. The last step is another integration by parts, with \(\int_\varepsilon^\infty e^{-w}dw/w\simeq-\ln\varepsilon-\gamma_E\). Multiply by \(4L^2xe^{-x}\) and integrate, using \(\int_0^\infty xe^{-x}\ln x\,dx=1-\gamma_E\). The constants \(\gamma_E\) cancel, leaving

\[
L^2\left(\frac43\ln\frac{\delta}{2L}+\frac49\right).
\]

In the sum of the two regions \(\delta\) cancels:

\[
\delta E=\frac{\alpha m}{2\pi}\left\{-\frac L2+\frac43L^2
\left[\ln\frac1{2L}-\frac{13}{24}\right]+\cdots\right\}.
\]

The correction is positive at small \(L\), so it weakens the downward shift. Dividing by the linear law gives \(1-(8L/3)[\ln(1/2L)-13/24]\). The table compares this with the full double integral of section 7, evaluated by the trapezoidal rule in \(\ln x\) and \(\ln[u/(1-u)]\).

| \(L\) | full shift / linear law | two terms / linear law |
|---:|---:|---:|
| \(10^{-4}\) | 0.99787 | 0.99787 |
| \(10^{-3}\) | 0.98482 | 0.98487 |
| \(10^{-2}\) | 0.9070 | 0.9101 |
| \(10^{-1}\) | 0.574 | 0.715 |

At \(L=10^{-3}\) the linear law overestimates the size of the one-loop shift by about 1.5 percent. At \(L=0.1\) even the two-term formula is poor.

## 10. An electron in a field of 5 T

Restoring \(\hbar\) and \(c\), the field parameter is

\[
L=\frac{e\hbar B}{m^2c^2}=1.133\times10^{-9}.
\]

With \(\alpha=0.00729735\), the one-loop anomaly is \(\alpha/2\pi=0.00116141\). The energy of one Bohr magneton in this field is \(\mu_BB=e\hbar B/2m=2.894\times10^{-4}\) eV, so

\[
\delta E=-(0.00116141)(2.894\times10^{-4}\ \mathrm{eV})
=-3.36\times10^{-7}\ \mathrm{eV}.
\]

Division by \(2\pi\hbar\) gives \(-81.3\) MHz. The next field correction is \(-5.8\times10^{-8}\) relative to this shift. By counting powers of the coupling, omitted higher loops are expected at relative order \(\alpha/\pi=0.0023\). The measured anomaly, \(0.00115965\), is 0.15 percent below the one-loop value, which moves the shift to \(-81.15\) MHz. At this field the loop expansion, rather than the weak-field expansion, limits the accuracy.
